# Hartke's Three-Dimensional Poole-Frenkel Emission Compared with the One-Dimensional Exponential, part 2

A deep donor in a silicon junction emits its electron (charge \(-q\)) thermally, leaving a core of charge \(q\). How much does a uniform field \(F\) raise the rate when all directions count? The angle \(\theta\) is measured from the electric force on the electron. With energy zero at the zero-field band edge far away,

\[
V(r,\theta)=-\frac{A}{r}-qFr\cos\theta,\qquad A=\frac{q^2}{4\pi\epsilon},
\]

where \(r\) is the distance from the donor and \(\epsilon\) the permittivity. Along the force the barrier top lies at \(r_s=\sqrt{A/(qF)}\), lowered by \(\delta=2\sqrt{AqF}\); \(\gamma=\delta/kT\) at temperature \(T\). The zero-field rate is \(e(0)=\nu e^{-E_b/kT}\), with attempt rate \(\nu\) and binding energy \(E_b\).

The first derivation added independent straight rays at one centre, with up-field rays keeping their zero-field rate (the up-field closure). For \(g=e(F)/e(0)\) it gave Hartke's result,

\[
\boxed{\;g(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}\;}
\]

against \(e^\gamma\) in one dimension. At high field \(g/e^\gamma\simeq1/\gamma-1/\gamma^2\). The logarithmic slope \(g'/g\) (prime: \(d/d\gamma\)) starts at \(1/3\); the one-dimensional slope is 1. The apparent activation energy is \(E_{\rm app}=E_b-\delta\,g'/g\).

In the second derivation each centre emits along one fixed half-line, and the half-lines are randomly oriented. The mean rate of the filled centres at the start of a transient is sought. For force component \(f\) along the half-line, the relative rate is

\[
h(f)=\exp\left(\frac{2\sqrt{Af}}{kT}\right)\quad(f>0),\qquad h(f)=1\quad(f\le0).
\]

The silicon example has relative permittivity 11.7, \(T=150\) K, \(kT=12.93\) meV, \(E_b=0.30\) eV, \(\nu=10^{12}\ \text{s}^{-1}\) and \(A=0.1231\) eV nm. At 100 kV/cm, \(\gamma=5.43\).

A straight line fitted to \(\ln g\) against \(\sqrt F\) from 20 to 100 kV/cm has slope 0.776 relative to the one-dimensional law. The apparent core charge, in units of \(q\), is \(0.776^2=0.60\), and the line extrapolates to 0.50 of the true zero-field rate.

### From one dimension to three by a differential relation

If a half-line makes the angle \(\theta\) with the force, then \(f=qF\cos\theta\). On a unit sphere, the zone between \(\theta\) and \(\theta+d\theta\) has the area \(2\pi\sin\theta\,d\theta=2\pi\,|d(\cos\theta)|\). Equal intervals of \(\cos\theta\) therefore hold equal numbers of half-lines. It follows that \(f\) is uniformly distributed between \(-qF\) and \(qF\), with density \(1/(2qF)\), and the mean relative rate is

\[
g=\frac1{2qF}\int_{-qF}^{qF}h(f)\,df .
\]

Let \(\Phi=qF\) be the full force. Multiply by \(2\Phi\) and differentiate with respect to \(\Phi\). The upper limit contributes \(h(\Phi)\). The lower limit contributes \(-h(-\Phi)\times(-1)=h(-\Phi)\). Hence

\[
2\,\frac{d(\Phi g)}{d\Phi}=h(\Phi)+h(-\Phi).
\]

This holds for any one-dimensional law \(h\) that depends on the force component alone and is continuous at \(\pm\Phi\). A small increase of the field adds new force components at the two ends of the distribution, and the change of \(\Phi g\) is fixed by the rates there.

For the present law \(h(\Phi)=e^\gamma\) and \(h(-\Phi)=1\). Since \(\gamma=2\sqrt{A\Phi}/kT\), the force is \(\Phi=c\gamma^2\) with \(c=(kT)^2/(4A)\), and \(d\Phi=2c\gamma\,d\gamma\). The constant \(c\) cancels:

\[
2\,\frac{c\,d(\gamma^2g)}{2c\gamma\,d\gamma}=e^\gamma+1
\quad\Longrightarrow\quad
\frac{d(\gamma^2g)}{d\gamma}=\gamma e^\gamma+\gamma .
\]

The derivative of \((\gamma-1)e^\gamma\) is \(e^\gamma+(\gamma-1)e^\gamma=\gamma e^\gamma\). Since \(g\) is finite at zero field, \(\gamma^2g\) vanishes there. Integration from 0 gives

\[
\gamma^2g=(\gamma-1)e^\gamma+1+\frac{\gamma^2}2 ,
\]

and division by \(\gamma^2\) reproduces Hartke's result.

The same relation yields the high-field comparison without the solution. Put \(R=g e^{-\gamma}\), the ratio of the averaged to the one-dimensional law. Differentiating \(\gamma^2Re^\gamma\) and dividing by \(\gamma^2e^\gamma\) gives

\[
R'+R+\frac{2R}{\gamma}=\frac{1+e^{-\gamma}}{\gamma}.
\]

At large \(\gamma\) the leading balance is \(R\simeq1/\gamma\). With that value, \(R'\simeq-1/\gamma^2\) and \(2R/\gamma\simeq2/\gamma^2\), so

\[
R\simeq\frac1\gamma-\frac{2}{\gamma^2}+\frac1{\gamma^2}=\frac1\gamma-\frac1{\gamma^2},
\]

in agreement with the first derivation. For example, \(R=0.0475\) at \(\gamma=20\).

### What each derivation assumes

The two derivations share their arithmetic average but describe different systems. In the first, every centre has all directions open to it. The rates are parallel channels of one decay, all centres are alike, and in a uniform field the filled fraction falls as \(\exp[-e(0)gt]\). In the second, each centre has its own rate \(e(0)h\). The filled fraction is

\[
n(t)=\left\langle e^{-e(0)ht}\right\rangle ,\qquad
-\frac{d\ln n}{dt}=e(0)\,\frac{\langle h\,e^{-e(0)ht}\rangle}{\langle e^{-e(0)ht}\rangle},
\]

where the brackets denote the average over orientations. At \(t=0\) the decay rate is \(e(0)g\). Its time derivative is \(-e(0)^2\) times the variance of \(h\) among the centres still filled, so the rate falls as the fast emitters empty. At long times it approaches \(e(0)\), the rate of the half of the centres that point up-field.

In the silicon example at 100 kV/cm and 150 K, the first model gives a single rate of about \(2.9\times10^3\ \text{s}^{-1}\). The second gives rates from 83 to \(1.9\times10^4\ \text{s}^{-1}\), with the same mean. The shape of the transient would therefore distinguish the two models in a uniform field, although their initial rates agree.

They also differ in the meaning of the barrier. An electron confined to a line must pass the maximum along that line, so the barrier in the second derivation is a true one. An electron free to move in three dimensions is not so confined. At the maximum on an oblique ray the radial force vanishes, but the polar gradient remains:

\[
\frac1r\frac{\partial V}{\partial\theta}=qF\sin\theta .
\]

It pushes the electron towards the axis, where the barrier is lower. Among the ray maxima, only the one at \(\theta=0\) is a saddle of the potential. The first derivation thus needs the additional assumption that electrons leave along straight, independent rays.

Both derivations use the up-field closure. If the true up-field rate lies between zero and its zero-field value, the closure overestimates \(g\) by at most the up-field contribution. That is 1.4% of \(g\) at 100 kV/cm but 30% at 5 kV/cm. The high-field comparison is insensitive to the closure, whereas the low-field slope is not. The fit from 20 to 100 kV/cm lies between the two cases: with the up-field rate set to zero its relative slope is 0.82 instead of 0.78, the apparent core charge 0.675 instead of 0.60, and the extrapolated zero-field factor 0.39 instead of 0.50.

### The attempt rate

Both derivations also hold the attempt rate fixed as the field grows. An estimate based on equilibrium flux shows how much depends on this. Suppose that classical electrons around the centre have the equilibrium density, proportional to \(e^{-V/kT}\). Their mean outward speed through a surface does not depend on position if the mass is isotropic. The outward flux through a sphere of radius \(r\) is then proportional to

\[
J(r)=2\pi r^2e^{A/(rkT)}\int_{-1}^{1}e^{xu}\,du
=4\pi r^2e^{A/(rkT)}\,\frac{\sinh x}{x},\qquad x=\frac{qFr}{kT}.
\]

Every escaping electron must cross each such sphere, but some that cross return. The smallest \(J\) is therefore the closest estimate that spheres centred on the donor can give. Without a field, the derivative of \(2\ln r+A/(rkT)\) vanishes at \(r_0=A/(2kT)\), and \(J_0=4\pi r_0^2e^2\).

At high field the large terms in \(\ln J\) are \(A/(rkT)+qFr/kT\). Their sum is least at \(r=r_s\), where each equals \(\gamma/2\). There \(\sinh x/x\simeq e^{\gamma/2}/\gamma\), so \(J\simeq4\pi r_s^2e^\gamma/\gamma\). From \(\delta=2A/r_s\) one finds \(r_s/r_0=4/\gamma\), and to leading order

\[
\frac{J}{J_0}\simeq\frac{r_s^2}{r_0^2}\,\frac{e^{\gamma-2}}{\gamma}=\frac{16\,e^{\gamma-2}}{\gamma^3}.
\]

The angular factor \(e^\gamma/\gamma\) is the same as Hartke's. The extra factor \(16/(e^2\gamma^2)\) comes from the shrinking area of the sphere and from the zero-field reference.

For the example at 100 kV/cm, treated as if the mass were isotropic, minimisation over the radius gives a ratio of 2.8, where Hartke's formula gives 35. The flux ratio is not a bound on the enhancement, because each flux separately overestimates its rate, and real emission also depends on how electrons gain and lose energy near the centre. In this estimate the two results differ by a factor of 12, compared with 6.6 between the one-dimensional and averaged laws. Another description of the escape, such as diffusion over the barrier, would give a different factor. The absolute enhancement therefore cannot be predicted from the directional average alone.

### Tunnelling

Classical escape also omits tunnelling below the barrier top. To size it on the axis, let \(P(E)\) be the transmission at energy \(E\), \(E_{\rm top}=-\delta\) the barrier top and \(m\) the electron mass. The correction factor is

\[
\tau=\frac1{kT}\int_{-E_b}^{\infty}P(E)\,e^{(E_{\rm top}-E)/kT}\,dE,\qquad
P=\frac1{1+e^{2K}},
\]

with \(2K=(2/\hbar)\int\sqrt{2m(V-E)}\,dr\) between the turning points. This is a semiclassical estimate; \(2K\) is continued analytically from below the top up to \(E=0\), and \(P\) is set to 1 above that. A classical particle has \(P=0\) below the top and \(P=1\) above it, which gives \(\tau=1\).

At 150 K and 100 kV/cm, \(\tau\) is 1.7 for the transverse mass of silicon, 0.19 free-electron masses, and 1.1 for the longitudinal mass, 0.92. At 20 kV/cm the values are 1.04 and 1.01. In this one-dimensional estimate tunnelling begins to matter at the upper end of the field range, where it raises the rate on the axis. It is not the whole quantum correction. The semiclassical transmission neglects reflection by the steep inner part of the Coulomb well, where the semiclassical condition fails. That reflection lowers \(P\) by an amount that depends on the core potential, and for the transverse mass it can be as large as the gain from tunnelling. The potential rises sideways from the saddle, so the sideways motion there has a zero-point energy, which lowers the rate. For an isotropic mass the two corrections are similar in size and oppose each other; in silicon their balance depends on the orientation of the mass ellipsoid. Moreover, at 100 kV/cm the barrier distance of 3.5 nm is close to the effective Bohr radius for the transverse mass, 3.3 nm. The semiclassical numbers then indicate only the size of the effect, and the sign of the net correction is left open. The classical picture also treats the states near the barrier top as continuous. In effective-mass theory the shallow Coulomb levels of silicon lie within about 30 meV of the band edge, so from about 20 kV/cm upward the barrier top is below all of these zero-field levels. The classical enhancement factors are therefore rough over most of the field range used here.

### The junction

The binding energy of 0.30 eV is a rough value for the first electron of a sulphur or selenium donor in silicon, whose release leaves a core of charge \(q\), and the attempt rate is a round number. A one-sided abrupt junction with 10 V of band bending and a peak field of 100 kV/cm has a depletion width of \(2\times10\ \text{V}/(100\ \text{kV/cm})=2000\) nm and a doping of about \(3\times10^{15}\ \text{cm}^{-3}\). A real junction breaks the assumption of one uniform field. In this model the field falls linearly to zero across the layer, so the factor \(g\) is 35 at the peak, 9.5 at half depth, where the field is 50 kV/cm, and 1 at the edge. A transient collected from the whole layer then contains a spread of rates even if all centres are alike. The test of transient shape described above is therefore cleanest when the signal comes from a thin slice of the layer near the peak field.

Two other neglected effects are small at the peak field. With a room-temperature ionization coefficient of roughly 4 per cm, extrapolated to 100 kV/cm, impact ionization amounts to about \(10^{-3}\) events per electron if the peak field is taken across the full width, and to less in the real, falling field. At 150 K the coefficient may be several times larger, which still leaves the effect small. One ionized dopant at the mean spacing of 68 nm produces a field of 0.27 kV/cm. The combined field of many randomly placed dopants is typically several times larger, with a median of about 1.5 kV/cm. That is small beside 100 kV/cm but is a substantial part of a local field of 5 kV/cm. Where the local field is 5 kV/cm, it also changes by 16% over the barrier distance of 15.7 nm. The initial slope of \(1/3\) belongs to weak fields, where these disturbances are largest relative to the field, so it would be hard to observe in this junction. The numerical output lists the barrier lowering and the enhancement factors at 5, 20, 50 and 100 kV/cm.

## Values computed for the example and the checks

```
Relative permittivity: 11.7
Temperature: 150 K, kT = 12.926 meV
Binding energy: 0.30 eV
Attempt rate: 1.0e+12 1/s
Coulomb constant A: 0.1231 eV nm
F = 5 kV/cm: lowering 15.69 meV, gamma 1.214, saddle radius 15.69 nm
   3D factor 1.667, 1D factor 3.366, 3D/1D 0.4953
   log slope 0.510, up-field share 0.2999, flux estimate 1.006
F = 20 kV/cm: lowering 31.38 meV, gamma 2.428, saddle radius 7.84 nm
   3D factor 3.415, 1D factor 11.331, 3D/1D 0.3013
   log slope 0.664, up-field share 0.1464, flux estimate 1.086
F = 50 kV/cm: lowering 49.61 meV, gamma 3.838, saddle radius 4.96 nm
   3D factor 9.516, 1D factor 46.444, 3D/1D 0.2049
   log slope 0.778, up-field share 0.0525, flux estimate 1.477
F = 100 kV/cm: lowering 70.16 meV, gamma 5.428, saddle radius 3.51 nm
   3D factor 34.757, 1D factor 227.719, 3D/1D 0.1526
   log slope 0.844, up-field share 0.0144, flux estimate 2.781
1/gamma - 1/gamma^2 at 100 kV/cm: 0.1503
gamma = 10: 3D/1D = 0.09002, log slope = 0.9109
gamma = 20: 3D/1D = 0.04750, log slope = 0.9526
gamma = 40: 3D/1D = 0.02437, log slope = 0.9756
Emission rate, zero field: 83.3 1/s
Emission rate, 100 kV/cm, 3D: 2894 1/s
Emission rate, 100 kV/cm, 1D: 18960 1/s
Half-emission angle, 100 kV/cm: 36.8 deg
Apparent energy, 100 kV/cm, 3D: 0.2408 eV
Apparent energy, 100 kV/cm, 1D: 0.2298 eV
Fit 20-100 kV/cm: relative slope 0.776, apparent core charge 0.602
Fit: extrapolated zero-field factor 0.498
Masses used: transverse 0.19, longitudinal 0.92
Tunnelling factor on axis, 20 kV/cm: transverse 1.044, longitudinal 1.009
Tunnelling factor on axis, 50 kV/cm: transverse 1.199, longitudinal 1.038
Tunnelling factor on axis, 100 kV/cm: transverse 1.719, longitudinal 1.116
Band bending: 10 V
Doping for 100 kV/cm peak field: 3.23e+15 1/cm3
Depletion width: 2000 nm
Mean dopant spacing: 67.6 nm
Field of one ion at that spacing: 0.269 kV/cm
Relative field change over saddle radius, 5 kV/cm: 0.157
Impact ionizations per transit, rough upper size: 8.6e-04
```
